# Todorov's Two-Body Equation and Its Coulomb Spectrum for Spinless Charges

## 1. A light charge bound to a fixed centre

Take a spinless particle of mass $m$ and energy $E$ in the attractive potential $A=-g/r$ of an immovable charge. Units are $\hbar=c=1$, and $g$ is a pure number. The relation $(E-A)^2=m^2+\mathbf p^2$ becomes, for an $S$ state with radial function $u=rR$,

$$-u''-\frac{g^2}{r^2}u-\frac{2gE}{r}u+(m^2-E^2)u=0 .$$

Try $u=r^{s}e^{-\kappa r}$, for which $u''=[s(s-1)/r^2-2s\kappa/r+\kappa^2]u$. Matching powers of $r$ gives

$$s(s-1)=-g^2,\qquad s\kappa=gE,\qquad \kappa^2=m^2-E^2 .$$

Hence $g^2E^2=s^2(m^2-E^2)$, and

$$E=\frac{m}{\sqrt{1+g^2/s^2}},\qquad s=\tfrac12+\sqrt{\tfrac14-g^2}.$$

For $g=0.2$ this gives $s=0.95826$ and $E=0.97891\,m$. The choice of root is justified in section 5.

Now let the centre have a finite mass. Todorov's equation keeps the same form but replaces $m$ and $E$ by functions of the total energy $w$ in the centre-of-mass frame:

$$\left[\mathbf p^2+m_w^2-(E_w-A)^2\right]\psi=0,\qquad m_w=\frac{m_1m_2}{w},\qquad E_w=\frac{w^2-m_1^2-m_2^2}{2w}. \tag{1}$$

The kinematics behind $m_w$ and $E_w$ is exact. The local interaction is an approximation, and its limits will be traced.

## 2. Why this mass and this energy

Let two free particles have four-momenta $p_1,p_2$, with $p\cdot p=m^2$ for each. In the centre-of-mass frame their energies are $\varepsilon_1,\varepsilon_2$ and their momenta $\pm\mathbf k$, with $|\mathbf k|=b$. Squaring $p_1+p_2$ gives

$$p_1\cdot p_2=\tfrac12(w^2-m_1^2-m_2^2)=\varepsilon_1\varepsilon_2+b^2 .$$

The Lorentz factor of one particle seen from the other is $\gamma=p_1\cdot p_2/(m_1m_2)$. We ask for one effective particle that has this Lorentz factor and the momentum $b$. Its mass must satisfy $m_w^2(\gamma^2-1)=b^2$. Since $m_i^2=\varepsilon_i^2-b^2$,

$$(p_1\cdot p_2)^2-m_1^2m_2^2=(\varepsilon_1\varepsilon_2+b^2)^2-(\varepsilon_1^2-b^2)(\varepsilon_2^2-b^2)=b^2(\varepsilon_1+\varepsilon_2)^2=b^2w^2 .$$

The left side is $m_1^2m_2^2(\gamma^2-1)$, so $m_w=m_1m_2/w$. The energy is $E_w=m_w\gamma=p_1\cdot p_2/w$, as in (1), and

$$b^2=E_w^2-m_w^2=\frac{[w^2-(m_1+m_2)^2][w^2-(m_1-m_2)^2]}{4w^2}. \tag{2}$$

A bound state has $|m_1-m_2|<w<m_1+m_2$, so $b^2$ is negative there. We continue (2) to that region.

## 3. The normalisation of the quasipotential

Write the interacting equation as $(\mathbf p^2-b^2+V)\psi=0$. Its scattering amplitude obeys $T=V+VGT$ with $G=(b^2-\mathbf k^2+i0)^{-1}$. For Hermitian $V$,

$$T-T^\dagger=T^\dagger(G-G^\dagger)T,\qquad G-G^\dagger=-2\pi i\,\delta(\mathbf k^2-b^2).$$

Apart from the factor $-2i$ and an angular average, the weight of the intermediate states is

$$\pi\int\frac{d^3k}{(2\pi)^3}\,\delta(\mathbf k^2-b^2)=\pi\,\frac{4\pi b^2}{8\pi^3}\,\frac1{2b}=\frac{b}{4\pi}.$$

Let $\mathcal A$ be the invariant amplitude, defined by $S=1-i(2\pi)^4\delta^4\mathcal A$ with states normalised to $2\varepsilon$. Its elastic unitarity relation has the weight

$$\pi\int\frac{d^3k}{(2\pi)^3}\frac{\delta(\varepsilon_1+\varepsilon_2-w)}{4\varepsilon_1\varepsilon_2}
=\frac{b^2}{2\pi}\,\frac{1}{4\varepsilon_1\varepsilon_2}\,\frac{\varepsilon_1\varepsilon_2}{bw}=\frac{b}{8\pi w},$$

because $d(\varepsilon_1+\varepsilon_2)/dk=kw/(\varepsilon_1\varepsilon_2)$. Put $\mathcal A=CT$. The two relations agree if $C\,b/(8\pi w)=b/(4\pi)$, so $C=2w$. At lowest order, therefore, $V=\mathcal A/(2w)$. Photon emission is left out, and the long range of the Coulomb force is understood as the limit of a small photon mass.

## 4. One-photon exchange

A spinless charge couples through the sum of its initial and final momenta. With charge product $-4\pi g$ and momentum transfer $\mathbf q=\mathbf k'-\mathbf k$,

$$\mathcal A=-\frac{4\pi g}{\mathbf q^2}\,(p_1+p_1')\cdot(p_2+p_2').$$

On shell no energy is transferred in the centre-of-mass frame. The contraction is $4\varepsilon_1\varepsilon_2+(\mathbf k+\mathbf k')^2$; the plus sign arises because the two spatial momenta are opposite. Since $(\mathbf k+\mathbf k')^2=4b^2-\mathbf q^2$, it equals $4wE_w-\mathbf q^2$. Dividing by $2w$,

$$V(\mathbf q)=-\frac{8\pi gE_w}{\mathbf q^2}+\frac{2\pi g}{w},\qquad
V(r)=-\frac{2gE_w}{r}+\frac{2\pi g}{w}\,\delta(\mathbf r). \tag{3}$$

Off shell we keep this function of $\mathbf q$ and $w$, which is a choice. The first term is the cross term $2E_wA$ of the square in (1). The second is a repulsive contact term that (1) does not contain.

The remaining term of (1), $-A^2=-g^2/r^2$, is of second order in $g$. We allow $-c\,g^2/r^2$ with an unknown constant $c$, solve the radial problem without the contact term, and then determine $c$.

## 5. Solving the radial equation

With $\kappa^2=m_w^2-E_w^2=-b^2$,

$$-u''+\left[\frac{l(l+1)-cg^2}{r^2}-\frac{2gE_w}{r}+\kappa^2\right]u=0 .$$

Near the origin $u\sim r^s$ with $s(s-1)=l(l+1)-cg^2$, so $s=\frac12\pm\sqrt{(l+\frac12)^2-cg^2}$. The mean of $\mathbf p^2$ contains $\int r^{2s-2}dr$, which is finite at the origin if $s>\frac12$. This selects the plus sign and requires $cg^2<(l+\frac12)^2$.

Set $u=r^se^{-\kappa r}F(r)$. The $1/r^2$ and $\kappa^2$ terms cancel, and multiplication by $r$ leaves

$$rF''+2(s-\kappa r)F'+2(gE_w-s\kappa)F=0 .$$

For $F=\sum_k a_kr^k$ the coefficient of $r^k$ gives

$$(k+1)(k+2s)\,a_{k+1}=2[\kappa(k+s)-gE_w]\,a_k .$$

If the series does not end, $a_{k+1}/a_k\to2\kappa/k$. Then $F$ grows like $e^{2\kappa r}$ and $u$ cannot be normalised. It ends at $k=n_r=n-l-1$ if

$$gE_w=\kappa N,\qquad N=n_r+s=n-l-\tfrac12+\sqrt{(l+\tfrac12)^2-cg^2}.$$

Both $\kappa$ and $N$ are positive, so $E_w>0$. Squaring, $g^2E_w^2=N^2(m_w^2-E_w^2)$, hence

$$\frac{E_w}{m_w}=f\equiv\frac{1}{\sqrt{1+g^2/N^2}} .$$

The unknown $w$ sits in both $E_w$ and $m_w$, but their ratio is $(w^2-m_1^2-m_2^2)/(2m_1m_2)$ while $f$ contains no mass. The $w$-dependent eigenvalue problem therefore closes:

$$\boxed{\,w^2=m_1^2+m_2^2+2m_1m_2f\,} \tag{4}$$

with the positive root for $w$. For Todorov's equation, $c=1$.

## 6. Expansion in the coupling

Let $M=m_1+m_2$ and $\mu=m_1m_2/M$. To the needed order $N=n-cg^2/(2l+1)$, so

$$f-1=-\frac{g^2}{2n^2}-\frac{c\,g^4}{n^3(2l+1)}+\frac{3g^4}{8n^4}+O(g^6).$$

Equation (4) reads $w^2=M^2[1+2(\mu/M)(f-1)]$. Its root is $w=M+\mu(f-1)-\mu^2(f-1)^2/(2M)+\dots$, so

$$w=M-\frac{\mu g^2}{2n^2}-g^4\left\{\mu\left[\frac{c}{n^3(2l+1)}-\frac{3}{8n^4}\right]+\frac{\mu^2}{8Mn^4}\right\}+O(g^6). \tag{5}$$

The contact term of (3) adds to this. Near threshold (2) gives $b^2\approx2\mu(w-M)$, so to leading order it shifts $w$ by

$$\Delta_c=\frac{1}{2\mu}\,\frac{2\pi g}{M}\,|\psi(0)|^2=\frac{g}{4\mu M}R(0)^2, \tag{6}$$

where $\psi$ is the nonrelativistic state and $|\psi(0)|^2=R(0)^2/4\pi$.

## 7. The order-$g^4$ energy that fixes $c$

The same energy follows from a Hamiltonian for two slow spinless charges. Expanding $\sqrt{m_i^2+\mathbf p^2}$ gives $-\mathbf p^4/(8m_i^3)$. In Coulomb gauge, transverse exchange adds to the static $-4\pi g/\mathbf q^2$ the term

$$-\frac{4\pi g}{m_1m_2\mathbf q^2}\,k'_i\left(\delta_{ij}-\frac{q_iq_j}{\mathbf q^2}\right)k_j .$$

The transform of $4\pi/\mathbf q^4$ is $-r/2$, so that of $4\pi q_iq_j/\mathbf q^4$ is $\frac12\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/(2r)$. Subtracting it from $\delta_{ij}/r$ gives the Breit correction

$$H_4=-\frac{\mathbf p^4}{8}\left(\frac1{m_1^3}+\frac1{m_2^3}\right)-\frac{g}{2m_1m_2}\,O,\qquad O=p_i\,\frac{\delta_{ij}+\hat r_i\hat r_j}{r}\,p_j .$$

The static vertex of a spinless charge, $(\varepsilon+\varepsilon')/(2\sqrt{\varepsilon\varepsilon'})$, differs from 1 by $(\varepsilon-\varepsilon')^2/(8m^2)$ at leading order, which is beyond the order needed here.

**Averages.** Differentiating the Bohr energy $-\mu g^2/(2n^2)$ with respect to $g$, and with respect to $l$ at fixed $n_r$, gives

$$\langle r^{-1}\rangle=\frac{\mu g}{n^2},\qquad \langle r^{-2}\rangle=\frac{2\mu^2g^2}{n^3(2l+1)} .$$

The average of $\mathbf p^4$ is the squared norm of $\mathbf p^2\psi=2\mu(-\mu g^2/2n^2+g/r)\psi$:

$$\langle\mathbf p^4\rangle=4\mu^2\left[\frac{\mu^2g^4}{4n^4}-\frac{\mu^2g^4}{n^4}+\frac{2\mu^2g^4}{n^3(2l+1)}\right]=\mu^4g^4\left[\frac{8}{n^3(2l+1)}-\frac3{n^4}\right].$$

For the second operator,

$$\langle O\rangle=\int_0^\infty\left[2rR'^2+\frac{l(l+1)R^2}{r}\right]dr .$$

Integrating $rR'^2$ by parts and using the radial equation for $R''$,

$$\int_0^\infty rR'^2dr=-\tfrac12R(0)^2-l(l+1)\langle r^{-3}\rangle+2\mu g\langle r^{-2}\rangle-\frac{\mu^2g^2}{n^2}\langle r^{-1}\rangle ,$$

where $l(l+1)\langle r^{-3}\rangle$ is read as zero for $l=0$. Multiplying the equation for $u$ by $2u'$ and integrating gives

$$l(l+1)\langle r^{-3}\rangle=\mu g\langle r^{-2}\rangle-\tfrac12R(0)^2 .$$

For $l=0$ this says $R(0)^2=4\mu^3g^3/n^3$; for $l\ge1$, $R(0)=0$. Combining,

$$\langle O\rangle=3\mu g\langle r^{-2}\rangle-\frac{2\mu^3g^3}{n^4}-\tfrac12R(0)^2=\mu^3g^3\left[\frac{6}{n^3(2l+1)}-\frac2{n^4}-\frac{2\delta_{l0}}{n^3}\right].$$

**Matching.** Use $m_1m_2=\mu M$ and $m_1^{-3}+m_2^{-3}=(1-3\mu/M)/\mu^3$. The $1/(2l+1)$ terms proportional to $\mu^2/M$ cancel, leaving

$$\langle H_4\rangle=-g^4\left\{\mu\left[\frac1{n^3(2l+1)}-\frac3{8n^4}\right]+\frac{\mu^2}{8Mn^4}\right\}+\frac{\mu^2g^4}{Mn^3}\,\delta_{l0}. \tag{7}$$

By (6), the last term is $\Delta_c$. The rest equals (5) if $c=1$, for every $n$, $l$ and mass ratio. This completes the square in (1). The matching fixes $c$ at leading order only: a factor such as $M/w$, which differs from 1 by order $g^2$, would pass it too.

Equation (1) thus reproduces the order-$g^4$ levels of two spinless charges for $l\ge1$. In $S$ states it omits the upward shift $\mu^2g^4/(Mn^3)$. That shift must be added as a perturbation on nonrelativistic states, because the $S$ solutions of (1) behave as $R\sim r^{s-1}$ with $s<1$ and diverge at the origin.

## 8. A worked case

Take the model values $m_1=1$, $m_2=2$ in electron masses and $g=0.2$. Rydberg units do not suit the derivation, where masses and energies mix, but they suit the bindings: one electron rest energy is $37557.73$ Ry.

For $1s$, $N=\frac12+\sqrt{0.25-0.04}=0.958258$. Then $f=(1+0.04/0.918258)^{-1/2}=0.978906$, the number of section 1. Equation (4) gives $w^2=5+4f=8.915625$, so $w=2.985904$. The binding $M-w$ is $529.40$ Ry, or $7202.8$ eV.

At this level $m_w=0.669814$, $E_w=0.655685$ and $\kappa=0.136849$. Both $gE_w$ and $\kappa N$ equal $0.131137$, as termination demands.

The binding consists of $500.77$ Ry from the Bohr term, $26.15$ Ry from order $g^4$, and $2.48$ Ry from higher orders. The omitted contact shift is $8.90$ Ry at leading order and reduces the binding. It exceeds the higher-order part, so the later digits of $529.40$ Ry describe equation (1), not two real charges.

The $2s$ and $2p$ bindings are $129.65$ and $126.00$ Ry. The splitting of $3.65$ Ry comes from the $g^2/r^2$ attraction, which makes $N$ depend on $l$. To see what the contact term does to it, both must be taken at order $g^4$. There equation (1) gives a splitting of $(0.0688657-0.0133102)\,g^4$ electron masses, or $3.34$ Ry. The contact shift of $2s$ is $0.0185185\,g^4$, or $1.11$ Ry. The order-$g^4$ splitting of two spinless charges is the difference, $2.2$ Ry.

A direct numerical solution of the radial equation, which does not use (4), was tested against the formula for $1s$, $2s$, $2p$ and $3d$. The bindings agree to better than one part in $10^6$; the values are in the numerical output.

## 9. Two mass limits

**Heavy partner.** For $m_2\gg m_1$, expand the root of (4):

$$w-m_2=m_1f+\frac{m_1^2(1-f^2)}{2m_2}-\frac{m_1^3f(1-f^2)}{2m_2^2}+\dots$$

The first term is the fixed-centre energy of section 1, and the second is the first recoil correction contained in equation (1). For $m_1=1$, $m_2=500$ and $g=0.2$ the first two terms of the $1s$ level sum to $0.97894805$, while the numerical solution of (1) gives $0.97894797$. The difference, $-8\times10^{-8}$, is the size of the third term.

This is not the whole recoil at first order in $1/m_2$. For $l\ge1$ as well as for $S$ states, retardation of the exchanged photon adds terms of order $m_1^2g^5/m_2$, which (4), being even in $g$, cannot contain. For $S$ states a term of lower order in $g$ is missing as well. The omitted contact shift tends to $m_1^2g^4/(m_2n^3)$, which is of the same order in $1/m_2$ though of higher order in $g$. Here it is $0.0016/500=3.2\times10^{-6}$, about 8% of the recoil term $4.174\times10^{-5}$.

**Equal masses.** Equation (4) becomes $w=2m\sqrt{(1+f)/2}$. For $m=1$ and $g=0.2$ the $1s$ binding is $397.17$ Ry. The Bohr term is $\mu g^2/2=0.01$ electron masses, or $375.58$ Ry.

## 10. Where the equation fails

As $g\to\frac12$ the $1s$ state has $N\to\frac12$ and $f\to1/\sqrt2$. For masses 1 and 2 the level tends to $w=2.797933$, still a moderate binding. The failure lies at short distance.

For $g>\frac12$ the exponents of the $S$ wave are $s=\frac12\pm i\nu$ with $\nu=\sqrt{g^2-\frac14}$, so $u\sim\sqrt r\cos(\nu\ln r+\text{const})$. Its zeros are spaced by $\pi/\nu$ in $\ln r$ and continue without end towards $r=0$.

This can be seen by counting the nodes of the $S$-wave solution that vanishes at a small inner radius, at the fixed energy $w=M-\mu g^2/2$. At $g=0.6$ the spacing is $9.5$. Moving the inner radius inwards by 40 units of $\ln r$ should add four or five zeros; from $e^{-26}$ to $e^{-66}$ Bohr radii $1/(\mu g)$ the count rises from 3 to 7. At $g=0.4$ the count stays at 1. That one node does not belong to the $1s$ state, which has none. The chosen energy is the Bohr value, a binding of $2003$ Ry, and lies above the $1s$ level of (1), whose binding is $2675$ Ry; a solution at an energy above the lowest level has already acquired a node.

For $g<\frac12$ both $S$-wave roots $s$ are normalisable, and the finite mean of $\mathbf p^2$ singles out one of them. Above $g=\frac12$ that mean diverges for every solution, so the point-charge equation does not define its $S$ levels until some other short-distance condition is supplied. Below that coupling, equation (1) still leaves out spin, vacuum polarisation, radiative corrections and recoil terms of order $g^5$, besides the contact term. Formula (4) solves equation (1) exactly; it is not the exact spectrum of quantum electrodynamics.

## Values computed for the example and the checks

```
inputs: m1 = 1, m2 = 2 electron masses; g = 0.2
M = 3, mu = 0.666667 electron masses
electron rest energy = 37557.730 Ry
free pair, energies and momenta in electron masses:
  w = 3.286213, b = 0.638864
  m_w = 0.608603, E_w = 0.882352
  relative Lorentz factor = 1.449799 (pure number)
  ratio of unitarity weights = 6.572426, 2w = 6.572426
g^4 coefficients for m1=1, m2=2, in electron masses:
  n l  Breit       Todorov     contact    c needed (number)
  1 0  -0.2870370  -0.4351852  0.1481481 1.000000
  2 0  -0.0503472  -0.0688657  0.0185185 1.000000
  2 1  -0.0133102  -0.0133102  0.0000000 1.000000
  3 1  -0.0053727  -0.0053727  0.0000000 1.000000
  3 2  -0.0020805  -0.0020805  0.0000000 1.000000
levels: N, f pure numbers; w in electron masses
  n=1 l=0  N = 0.95825757  f = 0.97890631  w = 2.98590443
  n=2 l=0  N = 1.95825757  f = 0.99482502  w = 2.99654803
  n=2 l=1  N = 1.98660687  f = 0.99497055  w = 2.99664516
  n=3 l=2  N = 2.99198716  f = 0.99777332  w = 2.99851518
binding M - w in Ry: formula, numerical solution
  n=1 l=0  529.39770  529.39770
  n=2 l=0  129.64834  129.64834
  n=2 l=1  126.00015  126.00015
  n=3 l=2  55.76654  55.76654
1s state in electron masses:
  m_w = 0.66981380, E_w = 0.65568496, kappa = 0.13684942
1s Bohr binding = 500.7697 Ry
1s order-g^4 binding = 26.1513 Ry
1s higher orders = 2.4767 Ry
1s omitted contact shift = +8.9026 Ry
1s binding = 7202.82 eV
equal masses 1,1: 1s binding = 397.1655 Ry
g = 0.4: 1s binding = 2675.141 Ry
m1 = 1, m2 = 500, in electron masses:
  numerical w - m2 = 0.97894797
  Klein-Gordon f = 0.97890631, recoil term = 0.00004174
S-wave node counts, inner cut exp(-26) and exp(-66) Bohr radii:
  g = 0.4: 1 and 1 nodes
  g = 0.6: 3 and 7 nodes
g = 1/2 limit: 1s w = 2.797933 electron masses
```
